# Conductivity and density-of-states masses of electrons in diamond

## Problem

The conduction band of diamond has six equivalent minima, or valleys, two on each cubic axis. Near its minimum each valley is an ellipsoid in wave-vector space, with longitudinal mass \(m_l=1.56\,m_0\) along its own axis and transverse mass \(m_t=0.28\,m_0\) in the two directions across it. Here \(m_0\) is the free-electron mass.

An n-type diamond layer at 500 K contains \(n=1.0\times10^{15}\ \mathrm{cm^{-3}}\) conduction electrons. Their momentum relaxation time is \(\tau=0.050\) ps, the same in all valleys and directions, and the field is 1 kV/cm. The layer is unstrained and the valleys are parabolic. Find

1. the mobility \(\mu\) and the conductivity \(\sigma\);
2. the effective density of states \(N_c\) and the depth \(E_c-E_F\) of the Fermi level below the band edge.

## A tempting solution

Both questions call for an effective mass, so it seems enough to find one mass for the whole band. The number of states in an ellipsoid depends on the product \(m_lm_t^2\), so one valley is equivalent to a sphere of mass

\[
(m_lm_t^2)^{1/3}=(0.122304)^{1/3}m_0=0.4964\,m_0 .
\]

Six valleys hold six times as many states. Since the number of states varies as mass to the power \(3/2\), the mass must be multiplied by \(6^{2/3}=3.3019\):

\[
m=3.3019\times0.4964\,m_0=1.639\,m_0=1.493\times10^{-30}\ \mathrm{kg}.
\]

Put into the mobility formula, this gives

\[
\mu=\frac{e\tau}{m}=\frac{(1.602\times10^{-19}\,\mathrm C)(5.0\times10^{-14}\,\mathrm s)}{1.493\times10^{-30}\,\mathrm{kg}}
=5.4\times10^{-3}\ \mathrm{m^2/Vs}=54\ \mathrm{cm^2/Vs}.
\]

## Where it fails

Compare this with the slowest possible response. An electron pushed along the heavy axis of its valley has mass \(1.56\,m_0\) and mobility \(e\tau/m_l=56.4\ \mathrm{cm^2/Vs}\). Pushed across that axis, it has \(e\tau/m_t=314.1\ \mathrm{cm^2/Vs}\). The mobility of the layer is an average over electrons, so it must lie between these two values. The result of 54 lies below both.

The mass \(1.639\,m_0\) was calculated correctly, but it answers a different question. The factor \(6^{2/3}\) records that there are more places to put electrons. Extra valleys do not make any single electron harder to accelerate. The mobility needs an average of the response to a force, while \(N_c\) needs a count of states. These give two masses, to be derived separately.

## The mass for conduction

Take a valley on the \(x\) axis and measure \(\mathbf k\) from its minimum. Its energy above the band edge is

\[
E=\frac{\hbar^2}{2}\left(\frac{k_x^2}{m_l}+\frac{k_y^2+k_z^2}{m_t}\right),
\qquad
v_i=\frac1\hbar\frac{\partial E}{\partial k_i}=\frac{\hbar k_i}{m_i},
\]

where \(m_x=m_l\) and \(m_y=m_z=m_t\). The electron has charge \(-e\), so a field \(\mathbf F\) exerts the force \(-e\mathbf F\) and changes \(\hbar\mathbf k\) at that rate. Collisions remove the mean momentum \(m_iv_i\) at the rate \(m_iv_i/\tau\). In the steady state the two balance:

\[
0=-eF_i-\frac{m_iv_i}{\tau}
\quad\Longrightarrow\quad
v_i=-\frac{e\tau}{m_i}F_i .
\]

One valley alone therefore conducts anisotropically. Now apply the field along \(x\). The six valleys have the same energy and shape, so in a weak field they hold equal numbers of electrons. The two valleys on the \(x\) axis, with one third of the electrons, respond with \(m_l\). The four on the \(y\) and \(z\) axes, with two thirds, respond with \(m_t\). The mean velocity is

\[
\langle v_x\rangle=-e\tau F_x\left(\frac13\frac1{m_l}+\frac23\frac1{m_t}\right)
\equiv-\frac{e\tau}{m_c}F_x ,
\]

which defines the conductivity mass:

\[
\boxed{\,m_c=\frac{3}{1/m_l+2/m_t}\,}
\]

It is inverse masses that are averaged, because velocity at a given force is proportional to inverse mass. The current density is \(J_x=-en\langle v_x\rangle\). The two minus signs cancel, leaving \(\sigma=en\mu\) with \(\mu=e\tau/m_c\).

A field along \(y\) or \(z\) gives the same average with the valleys relabelled. A field along one cubic axis produces no drift along another, since each ellipsoid is aligned with the axes. The velocity is linear in the field, so the result holds for every field direction: six anisotropic valleys together conduct isotropically.

With the given masses,

\[
m_c=\frac{3}{0.6410+7.1429}\,m_0=0.385\,m_0=3.511\times10^{-31}\ \mathrm{kg}.
\]

The longitudinal term supplies \(0.6410/7.7839\), or 8%, of the response. The current is carried mainly by electrons moving across the long axes of their valleys. Even for \(m_l\to\infty\) the mass would rise only to \(3m_t/2=0.42\,m_0\).

## If the relaxation time depends on energy

Scattering rates generally vary with energy, so it matters whether \(m_c\) survives this. Write the occupation as \(f_0+f_1\), where \(f_0(E)\) is the equilibrium part and \(f_1\) is linear in the field. The steady Boltzmann equation in the relaxation-time approximation is

\[
-\frac{e}{\hbar}\mathbf F\cdot\nabla_{\mathbf k}f_0=-\frac{f_1}{\tau(E)} .
\]

Since \(\nabla_{\mathbf k}f_0=\hbar\mathbf v\,f_0'(E)\), this gives \(f_1=e\tau\,(\mathbf F\cdot\mathbf v)f_0'\). The current is \(-e\sum\mathbf vf_1\), with the sum taken over states per unit volume, so

\[
\sigma_{ij}=e^2\sum\tau(E)\,v_iv_j\,(-f_0').
\]

Within one valley set \(q_i=\hbar k_i/\sqrt{m_i}\). Then \(E=q^2/2\) is spherical in \(\mathbf q\), and \(v_i=q_i/\sqrt{m_i}\). Averaging over the directions of \(\mathbf q\) replaces \(q_iq_j\) by \(\delta_{ij}q^2/3=\delta_{ij}\,2E/3\). For a nondegenerate gas \(-f_0'=f_0/kT\), so a valley with \(n_v\) electrons contributes

\[
\sigma_{ii}=\frac{e^2n_v}{m_i}\,\frac{2\langle E\tau\rangle}{3kT}
=\frac{e^2n_v}{m_i}\,\frac{\langle E\tau\rangle}{\langle E\rangle},
\qquad \langle E\rangle=\tfrac32kT .
\]

The factor containing \(\tau\) is common to all valleys and directions. The sum over valleys therefore gives the same \(m_c\), with \(\tau\) replaced by \(\langle E\tau\rangle/\langle E\rangle\). For example, \(\tau(E)=\tau_0/(1+E/kT)\) has the average \(0.344\,\tau_0\). Direct integration over a grid of wave vectors in all six valleys reproduced this reduced conductivity with \(m_c\) unchanged.

## The mass for counting states

In one valley, the states below energy \(E\) fill an ellipsoid with semi-axes \(\sqrt{2m_iE}/\hbar\). Its volume in wave-vector space is

\[
\frac{4\pi}{3}\,\frac{(2E)^{3/2}\sqrt{m_lm_t^2}}{\hbar^3}.
\]

Each unit of that volume holds \(2/(2\pi)^3\) states per unit volume of crystal, including the two spin directions. The numerical factor is \(2\cdot4\pi/(3\cdot8\pi^3)=1/(3\pi^2)\), so the six valleys hold

\[
\frac NV=\frac{6\,(2E)^{3/2}\sqrt{m_lm_t^2}}{3\pi^2\hbar^3}.
\]

A single spherical valley of mass \(m_d\) would hold \((2m_dE)^{3/2}/(3\pi^2\hbar^3)\). Equating the two gives \(m_d^{3/2}=6\sqrt{m_lm_t^2}\), or

\[
\boxed{\,m_d=6^{2/3}(m_lm_t^2)^{1/3}=1.64\,m_0\,}
\]

This is the mass found in the tempting solution, now with its proper meaning. Spin is in the prefactor and must not be counted again in \(m_d\).

The formula was tested by counting the allowed states of a periodic cube with 200 nm edges, with the minima placed at \(0.76\times2\pi/a\) along the axes and \(a=0.357\) nm. The last digits of a count depend on this placement: for positions between 0.72 and 0.78 the counts scatter about the formula by up to about 0.1%. Below 0.10 eV the count was 2,410,716 and the formula gives 2,410,772. Below 0.05 eV the two numbers were 852,948 and 852,337.

To obtain \(N_c\), differentiate \(N/V\) with respect to energy:

\[
g(E)=\frac{(2m_d)^{3/2}}{2\pi^2\hbar^3}\sqrt E .
\]

When the Fermi level lies several \(kT\) below the band edge, the occupation is \(e^{-(E_c-E_F)/kT}e^{-E/kT}\). With \(\int_0^\infty\sqrt E\,e^{-E/kT}dE=\tfrac{\sqrt\pi}{2}(kT)^{3/2}\),

\[
n=N_c\,e^{-(E_c-E_F)/kT},\qquad
N_c=\frac{(2m_dkT)^{3/2}}{4\pi^{3/2}\hbar^3}
=2\left(\frac{2\pi m_dkT}{h^2}\right)^{3/2},
\]

where the last form uses \(\hbar=h/2\pi\).

## Numerical answers

For the first question,

\[
\mu=\frac{(1.602\times10^{-19}\,\mathrm C)(5.0\times10^{-14}\,\mathrm s)}{3.511\times10^{-31}\,\mathrm{kg}}
=0.0228\ \mathrm{m^2/Vs}=228\ \mathrm{cm^2/Vs},
\]

\[
\sigma=(1.602\times10^{-19}\,\mathrm C)(1.0\times10^{15}\,\mathrm{cm^{-3}})(228\ \mathrm{cm^2/Vs})
=0.037\ \mathrm{S/cm}.
\]

The mobility now lies between 56.4 and 314.1, as it must. It equals their average with weights one third and two thirds.

For the second question, \(kT=43.09\) meV and \(m_d=1.493\times10^{-30}\) kg give \(N_c=1.13\times10^{20}\ \mathrm{cm^{-3}}\). Then

\[
E_c-E_F=kT\ln\frac{N_c}{n}
=(0.04309\ \mathrm{eV})\ln(1.133\times10^{5})=0.50\ \mathrm{eV}.
\]

This is nearly \(12\,kT\), so the nondegenerate formula is justified. The leading correction to the density, \(n/(2^{3/2}N_c)\), is \(3\times10^{-6}\) relative to \(n\).

Exchanging the masses does unequal damage. Using \(m_d\) in the mobility makes it too small by a factor of 4.25. Of this, 3.30 comes from the number of valleys and 1.29 from the difference between \(0.4964\,m_0\) and \(0.3854\,m_0\). If the valleys were spherical, with \(m_l=m_t=m\), the second factor would be one, yet the masses would still differ: \(m_c=m\) and \(m_d=3.30\,m\).

Using \(m_c\) in \(N_c\) makes it too small by \(4.253^{3/2}=8.77\). At fixed \(n\) this moves the calculated Fermi level by \(kT\ln8.77=0.094\) eV towards the band edge.

## How far the assumptions carry

**Nonparabolic valleys.** Suppose that \(E(1+\alpha E)\), rather than \(E\), equals the quadratic expression in \(\mathbf k\). Let \(a=\alpha kT\) and \(x=E/kT\). To first order in \(a\), the density of states changes from \(x^{1/2}\) to

\[
x^{1/2}(1+\tfrac12ax)(1+2ax)\approx x^{1/2}(1+\tfrac52ax).
\]

Its thermal average has \(\langle x\rangle=3/2\), so \(N_c\) grows by \(15a/4\). The velocity acquires a factor \(1/(1+2ax)\). In the conductivity, the product of density of states and squared velocity becomes

\[
\frac{x^{3/2}(1+ax)^{3/2}}{1+2ax}\approx x^{3/2}(1-\tfrac12ax).
\]

With weight \(x^{3/2}e^{-x}\) the mean of \(x\) is \(5/2\), so this integral falls by \(5a/4\). At constant \(\tau\), the conductivity per electron falls by \(5a/4+15a/4=5a\), and \(m_c\) rises by \(5a\). For an assumed \(\alpha=0.3\ \mathrm{eV^{-1}}\), \(a=0.0129\). Full integration gives rises of 4.9% in \(N_c\) and 6.4% in \(m_c\), close to the first-order values.

**Direction-dependent scattering.** If the longitudinal relaxation time is 20% shorter than the transverse one, which is held fixed, the mobility falls by \(0.20\times8.2\%\approx1.6\%\). A shorter longitudinal time can cost at most the 8% that the longitudinal response supplies. A longer one has no such bound. For scattering by screened ionized impurities alone, in the Born approximation and with these masses, the longitudinal time is about 3.5 times the transverse one, and the mobility is about 20% above the value obtained from the transverse time and \(m_c\).

**Strain.** Suppose strain lowers the two \(x\) valleys by 10 meV and leaves the masses and \(\tau\) unchanged. Each \(x\) valley gains a weight \(w=e^{10/43.09}=1.26\) relative to the others. The \(x\) pair then holds \(p=w/(w+2)=0.387\) of the electrons instead of 0.333, and

\[
\frac1{m_x}=\frac p{m_l}+\frac{1-p}{m_t}
\quad\Longrightarrow\quad m_x=0.410\,m_0 .
\]

Along \(y\) the mass is \(0.374\,m_0\). One conductivity mass no longer describes all directions.

**Field heating.** Averaged over the valleys, an electron absorbs power \(e\mu F^2\). If it loses its excess energy \(\tfrac32k\Delta T\) in a time \(\tau_E\), then \(\Delta T=2e\mu F^2\tau_E/(3k)\). For an assumed \(\tau_E=1\) ps this is about 2 K at 1 kV/cm. At 10 kV/cm, with \(\mu\) and \(\tau_E\) held fixed, the estimate is about 180 K, and the weak-field treatment is no longer safe. Moreover, for a field along a cubic axis, an electron in one of the four valleys on the other axes absorbs \(m_l/m_t=5.6\) times as much power as one in the two valleys on the field axis, so equal populations are no longer assured.

## The real layer

The parameters are rough values for phosphorus-doped diamond at 500 K. The phosphorus donor level lies about \(E_d=0.57\) eV below the band edge. In a device the electron density is therefore not a fixed number: it depends on temperature and on compensation. Let \(N_D\) be the donor density, \(N_A\) the density of compensating acceptors and \(g\) the degeneracy of the occupied donor. Charge neutrality reads

\[
n+N_A=\frac{N_D}{1+g\,(n/N_c)\,e^{E_d/kT}} .
\]

When \(n\ll N_A\), dropping \(n\) on the left and solving gives

\[
n\approx\frac{N_c}{g}\,\frac{N_D-N_A}{N_A}\,e^{-E_d/kT}.
\]

For \(N_D=10^{18}\) and \(N_A=10^{17}\ \mathrm{cm^{-3}}\), the full equation gives \(9\times10^{14}\ \mathrm{cm^{-3}}\) at 500 K if \(g=2\), and \(1.5\times10^{14}\) if \(g=12\). These correspond to an orbitally nondegenerate donor ground state well split from its companions and to six unsplit valley states. A split-off orbital triplet, with \(g=6\), lies between them at \(3\times10^{14}\ \mathrm{cm^{-3}}\). The chosen \(n\) thus fits the first case and is about 6.6 times too high for the second. At 300 K, with \(g=2\), the density falls to \(6\times10^{10}\ \mathrm{cm^{-3}}\), lower by a factor of about 14,000. At fixed mobility the conductivity falls equally.

The field of 1 kV/cm is \(10^{-4}\) of a rough breakdown field of 10 MV/cm, so the example describes a conducting layer and not the high-field region of a blocking device. The numerical output gives the values to more digits.

## Table of computed values

```
longitudinal, transverse mass: 1.56, 0.28 m0
1/m_l, 2/m_t: 0.6410, 7.1429 1/m0
conductivity mass m_c: 0.3854 m0
m_c from Boltzmann k-grid integral: 0.3854 m0
m_l*m_t^2: 0.122304 m0^3
one-valley density-of-states mass: 0.4964 m0
valley factor 6^(2/3): 3.3019
total density-of-states mass m_d: 1.6390 m0
m_d in kg: 1.4930e-30 kg; m_c in kg: 3.5109e-31 kg
box edge for state count: 200 nm
states below 0.05 eV, counted: 852948, formula: 852337
states below 0.10 eV, counted: 2410716, formula: 2410772
temperature: 500 K; kT: 43.09 meV
electron density n: 1.0e+15 cm^-3
relaxation time: 0.050 ps
Nc at 500 K: 1.133e+20 cm^-3; k-grid: 1.133e+20 cm^-3
Nc at 300 K: 5.266e+19 cm^-3
Ec - EF: 0.501 eV
valley mobility along its axis: 56.4 cm2/Vs
valley mobility across its axis: 314.1 cm2/Vs
mobility from m_c: 228.2 cm2/Vs
conductivity: 0.0366 S/cm
mobility too small by m_d/m_c if m_d is used: 4.25 times
Nc too small if m_c is used: 8.77 times
time average for tau/(1+E/kT): 0.3438 tau
degeneracy correction to density: 3.1e-06 (relative)
assumed nonparabolicity: 0.3 1/eV; a = 0.01293
nonparabolic rise of Nc: 4.90 %
nonparabolic rise of m_c: 6.43 %
assumed longitudinal/transverse time ratio: 0.80
resulting mobility change: -1.65 %
assumed lowering of x valleys: 10 meV
share of electrons in x valleys: 0.3867
strained mass along x, y: 0.4101, 0.3741 m0
field: 1.0 kV/cm
assumed energy relaxation time: 1.0 ps
electron heating at this field: 1.77 K
electron heating estimate at ten times the field: 177 K
rough breakdown field: 10 MV/cm
field/breakdown field: 1.0e-04
donor depth: 0.57 eV; N_D: 1.0e+18, N_A: 1.0e+17 cm^-3
donor model n, g=2, 500 K: 9.07e+14 cm^-3
donor model n, g=2, 300 K: 6.30e+10 cm^-3
donor model n, g=12, 500 K: 1.52e+14 cm^-3
donor model n, g=12, 300 K: 1.05e+10 cm^-3
freeze-out ratio n(300 K)/n(500 K), g=2: 6.94e-05
freeze-out ratio from Nc*exp(-Ed/kT): 6.87e-05
```
